# Resistivity saturation from a minimum relaxation time: the parallel-resistor model

## A slope that changes without a change in the scattering law

A model metallic film has an ideal resistivity of 52.0 μΩ cm at 300 K and 164.0 μΩ cm at 1100 K, rising along a straight line of slope 0.140 μΩ cm/K. When relaxation times below 0.449 fs are excluded, the two resistivities become 43.4 and 101.1 μΩ cm. The slope is now 0.0976 μΩ cm/K at 300 K and 0.0532 μΩ cm/K at 1100 K. Why does a fixed minimum time, shorter than the mean time at either temperature, bend the line so strongly?

"Ideal" here means the resistivity the same film would have without the exclusion. It is an input of the model, not what an ohmmeter would read.

## Simplest case: one relaxation time

Let \(n\) carriers per unit volume have charge \(-e\) and mass \(m\). A steady field \(E\) exerts the force \(F=-eE\), and collisions remove the average momentum \(p\) at the rate \(1/s\):

\[
\frac{dp}{dt}=F-\frac{p}{s}.
\]

Starting from \(p(0)=0\), the solution is

\[
p(t)=Fs\left(1-e^{-t/s}\right).
\]

For \(t\ll s\) this reduces to \(p\simeq Ft\), free acceleration. For \(t\gg s\) it tends to \(p=Fs=-eEs\). The current density then is

\[
J=-ne\,\frac{p}{m}=\frac{ne^2s}{m}\,E ,
\]

where the two minus signs, one from the force and one from the charge carried, cancel. The conductivity and resistivity are

\[
\sigma=\frac{ne^2s}{m},\qquad \rho=\frac{m}{ne^2s}.
\]

Conductivity is proportional to the relaxation time. If \(s\) can shrink without limit, \(\rho\) can grow without limit, so nothing saturates yet.

## Many relaxation times

Now divide the carriers into groups labelled by \(s\), with a fraction \(g(s)\,ds\) in each interval and \(\int_0^\infty g\,ds=1\). Two assumptions enter: all groups have the same mass, and a carrier keeps its label while its momentum relaxes. Each group then reaches its own steady momentum \(Fs\), and the currents add:

\[
\sigma=\frac{ne^2}{m}\int_0^\infty s\,g(s)\,ds=\frac{ne^2}{m}\langle s\rangle .
\]

If all carriers share one value of \(s\), the previous result returns.

The second assumption matters. Suppose instead that carriers exchange momentum so quickly that all groups share a common \(p\). Averaging the equation of motion over the groups gives \(dp/dt=F-p\langle 1/s\rangle\), so the effective time is \(1/\langle 1/s\rangle\). By the Cauchy–Schwarz inequality,

\[
1=\left\langle \sqrt{s}\,\frac{1}{\sqrt{s}}\right\rangle^2\le\langle s\rangle\langle 1/s\rangle ,
\]

and this time cannot exceed \(\langle s\rangle\). What follows belongs to groups that conduct side by side without exchange.

### The shot-like distribution

Let \(S(s)\) be the fraction of carriers whose relaxation time exceeds \(s\). In a shot-like distribution, moving up the time axis by \(ds\) removes the same share \(ds/\tau\) of those that remain, wherever one stands:

\[
\frac{dS}{ds}=-\frac{S}{\tau},\qquad S(0)=1
\quad\Rightarrow\quad S=e^{-s/\tau}.
\]

Since \(g=-dS/ds\),

\[
g(s)=\frac{1}{\tau}e^{-s/\tau}.
\]

Integration by parts gives the mean:

\[
\int_0^\infty s\,g\,ds=\left[-s\,e^{-s/\tau}\right]_0^\infty+\int_0^\infty e^{-s/\tau}ds=0+\tau .
\]

Without exclusion the metal therefore has the Drude resistivity

\[
\rho_{\rm id}=\frac{m}{ne^2\tau}.
\]

Using this distribution for the labels is a postulate of the model. It has the same form as the waiting times between independent random events, but the labels are not waiting times, a difference that will matter below.

## Excluding the short times

Postulate now that no relaxation time can be shorter than \(\tau_0\). A physical motive is that a carrier can hardly have a mean free path shorter than an atomic spacing or two. This is a rule of thumb, not a law: some strongly correlated metals, such as the cuprates, reach resistivities above the value it implies. The carriers are still there, however, so the remaining distribution must be normalized again. The fraction above the cutoff is \(S(\tau_0)=e^{-\tau_0/\tau}\), and division by it gives

\[
g_c(s)=\frac{e^{-s/\tau}/\tau}{e^{-\tau_0/\tau}}
=\frac{1}{\tau}e^{-(s-\tau_0)/\tau},\qquad s>\tau_0,
\]

with \(g_c=0\) below. Put \(s=\tau_0+u\). The excess \(u\) has the original exponential distribution, so

\[
\langle s\rangle=\int_0^\infty(\tau_0+u)\,\frac{e^{-u/\tau}}{\tau}\,du=\tau_0+\tau .
\]

The conductivity splits into two terms:

\[
\sigma=\frac{ne^2\tau}{m}+\frac{ne^2\tau_0}{m}.
\]

The first is \(1/\rho_{\rm id}\). Naming the second \(1/\rho_{\rm sat}\) gives

\[
\boxed{\frac1\rho=\frac1{\rho_{\rm id}}+\frac1{\rho_{\rm sat}},\qquad
\rho_{\rm sat}=\frac{m}{ne^2\tau_0}}
\]

This is the law of two resistors in parallel. The second resistor is not a separate piece of material: it stands for the time \(\tau_0\) that every carrier is guaranteed.

**Limits.** Solving for the resistivity,

\[
\rho=\frac{\rho_{\rm id}\,\rho_{\rm sat}}{\rho_{\rm id}+\rho_{\rm sat}} .
\]

For \(\tau\ll\tau_0\), \(\rho_{\rm id}\gg\rho_{\rm sat}\) and \(\rho\to\rho_{\rm sat}\). For \(\tau\gg\tau_0\),

\[
\rho\simeq\rho_{\rm id}\left(1-\frac{\rho_{\rm id}}{\rho_{\rm sat}}\right),
\]

so the ideal value is recovered, with a correction of first order in \(\tau_0/\tau=\rho_{\rm id}/\rho_{\rm sat}\).

As a numerical test, the momentum equations of many groups were stepped to the steady state and their currents summed, for \(\tau/\tau_0=0.05,\,0.3,\,1,\,5\) and \(50\). The largest deviation from the parallel law, relative to that law, was about \(10^{-13}\).

## Numbers for a film

Take \(n=3.0\times10^{22}\ \mathrm{cm^{-3}}\), the free-electron mass and a shortest path of 0.50 nm. For a free-electron gas, filling a sphere of radius \(k_F\) with two spins per state gives \(n=k_F^3/3\pi^2\), so

\[
v_F=\frac{\hbar}{m}(3\pi^2n)^{1/3}=1.113\times10^6\ \mathrm{m/s}.
\]

The minimum time is the shortest path divided by this speed:

\[
\tau_0=\frac{0.50\times10^{-9}\ \mathrm m}{1.113\times10^6\ \mathrm{m/s}}=0.449\ \mathrm{fs}.
\]

With \(n=3.0\times10^{28}\ \mathrm{m^{-3}}\),

\[
\rho_{\rm sat}=\frac{9.109\times10^{-31}}{(3.0\times10^{28})(1.602\times10^{-19})^2(4.493\times10^{-16})}\ \Omega\,\mathrm m ,
\]

which is \(2.633\times10^{-6}\ \Omega\,\mathrm m\), or 263.3 μΩ cm.

For the ideal resistivity take \(\rho_{\rm id}=\rho_0+bT\), with \(\rho_0=10.0\) μΩ cm from defects and \(b=0.140\) μΩ cm/K from phonons. At 1100 K this is \(10+154=164\) μΩ cm, and

\[
\rho=\frac{164.0\times263.3}{164.0+263.3}=101.1\ \mu\Omega\,\mathrm{cm}.
\]

In terms of times, \(\tau=0.721\) fs becomes \(\langle s\rangle=1.171\) fs. The guaranteed time makes up 38 per cent of the new mean and lowers the resistivity by the same share, because \(1-\rho/\rho_{\rm id}=\tau_0/(\tau+\tau_0)\).

### The slope

Differentiate the parallel law with \(\rho_{\rm sat}\) held fixed:

\[
\frac{d\rho}{d\rho_{\rm id}}
=\frac{\rho_{\rm sat}(\rho_{\rm id}+\rho_{\rm sat})-\rho_{\rm id}\rho_{\rm sat}}{(\rho_{\rm id}+\rho_{\rm sat})^2}
=\left(\frac{\rho_{\rm sat}}{\rho_{\rm id}+\rho_{\rm sat}}\right)^2 .
\]

Multiplication by \(d\rho_{\rm id}/dT=b\) gives

\[
\frac{d\rho}{dT}=b\left(\frac{\rho_{\rm sat}}{\rho_{\rm id}+\rho_{\rm sat}}\right)^2 .
\]

The bracket is 0.835 at 300 K and 0.616 at 1100 K. Their squares, times 0.140, give the opening slopes of 0.0976 and 0.0532 μΩ cm/K. Within the parallel law, the square explains the strong bending: the resistivity itself is reduced by one power of the bracket, its slope by two. The tangent at 300 K, extended to 1100 K, would predict \(43.4+0.0976\times800\simeq121.5\) μΩ cm, about 20 per cent above the model's 101.

For a film 30 nm thick the sheet resistance is \(\rho/d\) if surface scattering is neglected; diffuse surfaces, treated below, would add about 5 per cent at 400 K and 2 per cent at 1100 K. At 400 K, a temperature of use, it is 17.6 Ω per square instead of the ideal 22.0. At 1100 K, an annealing temperature, it is 33.7 instead of 54.7.

## Does the distribution have to be exponential?

For a general distribution, the mean excess over a cutoff \(a\) is

\[
M(a)=\frac{1}{S(a)}\int_a^\infty(s-a)\,g(s)\,ds
=\frac{1}{S(a)}\int_a^\infty S(s)\,ds .
\]

The second form follows from \(g=-S'\) and integration by parts. The boundary term vanishes at \(s=a\) because of the factor \(s-a\), and at infinity because the mean is finite. The conductivity after exclusion is proportional to \(a+M(a)\). The parallel law with \(\rho_{\rm sat}=m/(ne^2a)\) for every cutoff requires \(M(a)=\tau\), or

\[
\int_a^\infty S(s)\,ds=\tau S(a).
\]

Differentiation with respect to \(a\) gives \(-S(a)=\tau S'(a)\), whose solution with \(S(0)=1\) is the exponential. No other distribution satisfies this requirement for all cutoffs. The requirement fixes the added time to be exactly \(a\); mere addition of conductivities asks less. For \(S=(1+s/3\tau)^{-4}\), which also has mean \(\tau\), \(\int_a^\infty S\,ds=\tau(1+a/3\tau)^{-3}\), so \(M(a)=\tau+a/3\) and the mean time is \(\tau+4a/3\). This is again an exact parallel law, with a saturation resistivity three quarters of \(m/(ne^2a)\).

A counterexample shows what is lost. The gamma distribution \(g=(4s/\tau^2)e^{-2s/\tau}\) also has mean \(\tau\). Its survival function is \(S=(1+2s/\tau)e^{-2s/\tau}\), and \(\int_a^\infty S\,ds=(\tau+a)e^{-2a/\tau}\). Hence

\[
M(a)=\frac{\tau(\tau+a)}{\tau+2a}.
\]

At \(a=0\) this is \(\tau\), as it must be. At \(a=\tau\) it is \(2\tau/3\), so the mean time is \(1.67\,\tau\) rather than the \(2\tau\) of the parallel law. When \(\tau\to0\) at fixed \(a\), \(M\to0\) and the mean time still tends to \(a\). The cutoff, with all carriers kept, bounds the resistivity by \(m/(ne^2a)\). Whether the conductivities add, and where the plateau lies, depends on the distribution; the exponential is the one for which they add with an extra time of exactly \(a\).

## Does the treatment of the excluded carriers matter?

Write \(x=\tau_0/\tau\). If carriers with short times are deleted and not replaced, the normalization factor is missing and the effective time is

\[
\tau_{\rm del}=\int_{\tau_0}^\infty s\,\frac{e^{-s/\tau}}{\tau}\,ds=(\tau+\tau_0)e^{-x}.
\]

As \(\tau\to0\) this vanishes, so the resistivity diverges instead of saturating.

If each short time is raised to \(\tau_0\), a fraction \(1-e^{-x}\) contributes \(\tau_0\), and the rest contributes as before:

\[
\tau_{\rm raise}=\tau_0(1-e^{-x})+(\tau+\tau_0)e^{-x}=\tau_0+\tau e^{-x}.
\]

This tends to \(\tau_0\) and gives the same \(\rho_{\rm sat}\), but a different path towards it. At 1100 K the deleted version gives 188.4 μΩ cm and the raised version 141.5, against 101.1 from the parallel law. The slopes differ as well: the raised version has 0.133 μΩ cm/K at 300 K and 0.091 at 1100 K, and the deleted version bends upward, from 0.147 to 0.199. The strong bending of the opening example is thus owed to the renormalization as much as to the cutoff.

The weak-scattering limit shows where the difference comes from. For small \(x\),

\[
\tau_{\rm del}\simeq\tau\left(1-\tfrac12x^2\right),\qquad
\tau_{\rm raise}\simeq\tau\left(1+\tfrac12x^2\right),
\]

whereas the parallel law has \(\tau(1+x)\). Renormalization takes the small fraction \(x\) of carriers with short times and spreads them over the whole remaining distribution, where their mean time is about \(\tau\). That gives the first-order gain \(x\tau\). The model therefore does more than forbid short times: it turns the carriers that had them into typical ones.

## What if the times are free flights?

Suppose the exponential describes the successive flights of one carrier between collisions, each collision leaving a velocity that averages to zero. Excluding flights shorter than \(\tau_0\) makes the mean flight time \(\langle t\rangle=\tau+\tau_0\). It is tempting to insert this into the Drude formula, but \(F\langle t\rangle\) is the mean field-induced momentum just before a collision. The current depends on the momentum at an arbitrary instant.

An arbitrary instant falls in a flight of length \(t\) with a probability proportional to \(t\), and the average time since the last collision is then \(t/2\). The mean age is therefore

\[
\tau_{\rm fl}=\frac{\langle t\cdot t/2\rangle}{\langle t\rangle}=\frac{\langle t^2\rangle}{2\langle t\rangle}.
\]

With \(t=\tau_0+u\), \(\langle u\rangle=\tau\) and \(\langle u^2\rangle=2\tau^2\),

\[
\langle t^2\rangle=\tau_0^2+2\tau_0\tau+2\tau^2=2\tau(\tau+\tau_0)+\tau_0^2 ,
\]

and so

\[
\tau_{\rm fl}=\tau+\frac{\tau_0^2}{2(\tau+\tau_0)} .
\]

For \(\tau_0=0\) this is \(\tau\): without a cutoff the two readings agree, which hides the distinction. For \(\tau\to0\) it is \(\tau_0/2\), because flights of equal length have a mean age of half that length. The resistivity then saturates at \(2\rho_{\rm sat}\), not \(\rho_{\rm sat}\).

At 1100 K the formula gives 146.5 μΩ cm. A simulated sequence of random flights, observed at a million random instants, agrees with it within the sampling error, which is of the order of 0.1 per cent. The parallel law thus rests on relaxation times attached to carrier groups, and does not follow from a minimum time between collisions.

## What the film model leaves out

**Surfaces.** A carrier leaving a diffuse surface has lost its drift. At depth \(z\), with direction cosine \(u\) to the normal and path \(\ell\), the missing share is \(e^{-z/(\ell u)}\). In a thick film, its average over depth is \(\ell u/d\). The weight for current along the film is \(\tfrac32(1-u^2)\), so the lost share of conductivity is

\[
\frac32\int_0^1(1-u^2)\frac{\ell u}{d}\,du=\frac{3\ell}{8d}.
\]

Each group has \(\ell=v_Fs\) and carries current in proportion to \(s\), which replaces \(\ell\) by \(v_F\langle s^2\rangle/\langle s\rangle\). At 300 K this length is 5.1 nm and the loss is 6.4 per cent. The resistivity rises from 43.4 to about 46 μΩ cm.

**Phonons at 300 K.** The Bloch–Grüneisen law, with a Debye temperature \(\Theta=500\) K, replaces \(bT\) by \(bT\,R\), where

\[
R=4\left(\frac T\Theta\right)^4\int_0^{\Theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.
\]

For small \(x\) the integrand tends to \(x^3\), so \(R\to1\) at high temperature. At 300 K, \(R=0.860\), and the final resistivity falls by 9.6 per cent. The slope changes more. The ideal slope becomes 0.156 μΩ cm/K at 300 K and 0.142 at 1100 K, so this law bends the line without any cutoff, and the final slope at 300 K rises from 0.0976 to 0.113.

**Anisotropy.** If one crystal axis has a mass 1.5 times larger, with the times held fixed, a polycrystal has 0.857 of the light-axis conductivity for uniform current and 0.889 for uniform field. Its resistivity is then 12 to 17 per cent above the value for the light mass alone.

**Temperature and the Fermi edge.** Expansion by a factor \(L\) changes \(n\) as \(L^{-3}\), \(v_F\) as \(L^{-1}\) and the shortest path as \(L\). Since \(\rho_{\rm sat}\propto v_F/(n\ell_{\min})\), it grows as \(L\), by 0.8 per cent from 300 to 1100 K for an expansion coefficient of \(10^{-5}\) per kelvin. Thermal smearing at 1100 K lowers the conductivity by 0.06 per cent if paths do not depend on energy.

**Lifetime broadening.** A state that lasts a time \(t\) has an energy width of about \(\hbar/t\). With \(E_F=3.52\) eV, this width is 0.16 of \(E_F\) at 1100 K and 0.42 at saturation. The picture of carriers with sharp momenta is thus weakest where the model predicts its plateau. The value of \(\rho_{\rm sat}\) is best read as a scale, not a precise prediction. It is inversely proportional to the chosen shortest path: 0.26 nm instead of 0.50 nm would give 506 μΩ cm.

## Beside real silicide contacts

The parameters are round values in the rough range of metallic disilicides. The low-resistivity contact materials titanium and cobalt disilicide have roughly 15 μΩ cm at room temperature, so the film here, at 43, is a poor conductor by that standard. With \(\rho_{\rm id}=15\) μΩ cm and the same \(\rho_{\rm sat}\), the parallel term would lower the resistivity by only about 5 per cent. Real disilicides also have several bands and direction-dependent masses, so one density and one mass are effective parameters. For the present film, the choice between group labels and free flights moves the 1100 K result from 101.1 to 146.5 μΩ cm, a larger relative change than any correction sized in the previous section. A resistivity curve that follows the parallel law would support that law as a description, but would not by itself establish the postulated distribution of times.

The full set of values is in the numerical output below.

## Numbers as computed

```
carrier density: 3.0e+22 cm^-3
shortest path: 0.50 nm
residual ideal resistivity: 10.0 microohm cm
ideal slope: 0.140 microohm cm/K
film thickness: 30 nm
Fermi speed: 1.113e+06 m/s
Fermi energy: 3.521 eV
minimum time tau0: 0.4493 fs
saturation resistivity: 263.3 microohm cm
largest relative error of law against motion: 1.1e-13
T = 300 K: tau = 2.275 fs, mean time = 2.724 fs
  ideal rho = 52.0, actual rho = 43.4 microohm cm
  ideal sheet = 17.33, actual sheet = 14.47 ohm/square
T = 400 K: tau = 1.792 fs, mean time = 2.242 fs
  ideal rho = 66.0, actual rho = 52.8 microohm cm
  ideal sheet = 22.00, actual sheet = 17.59 ohm/square
T = 700 K: tau = 1.095 fs, mean time = 1.545 fs
  ideal rho = 108.0, actual rho = 76.6 microohm cm
  ideal sheet = 36.00, actual sheet = 25.53 ohm/square
T = 1100 K: tau = 0.721 fs, mean time = 1.171 fs
  ideal rho = 164.0, actual rho = 101.1 microohm cm
  ideal sheet = 54.67, actual sheet = 33.68 ohm/square
actual slope at 300 K: 0.0976 microohm cm/K
actual slope at 1100 K: 0.0532 microohm cm/K
gamma-law excess at cutoff = mean: 0.6667 means
At 1100 K, other treatments of short times:
  deleted carriers: 188.4 microohm cm
  times raised to tau0: 141.5 microohm cm
  free flights, formula: 146.5 microohm cm
  free flights, simulated: 146.5 microohm cm
Neglected effects:
  surface loss of conductivity, 300 K: 6.38 %
  thick-film estimate of that loss: 6.43 %
  Debye temperature used: 500 K
  phonon part / linear law, 300 K: 0.8604
  resulting change of rho, 300 K: -9.6 %
  thermal smearing loss, 1100 K: 0.060 %
  linear expansion coefficient: 1.0e-05 1/K
  expansion change of rho_sat: 0.80 %
  heavy-axis mass ratio: 1.50
  polycrystal / light-axis conductivity: 0.857 to 0.889
  broadening / Fermi energy, 1100 K: 0.160
  broadening / Fermi energy, saturation: 0.416
```
